# Oxidation State +6 Is Not the Atomic Charge in Tungsten Hexafluoride

## One shared pair

Take a neutral atom M and a neutral atom X, each with one valence electron, joined by one electron pair. Let both electrons occupy

$$\psi=a\,x+b\,m ,$$

where $x$ and $m$ are normalized real orbitals on X and M. Suppose first that they do not overlap. Normalization gives $a^2+b^2=1$, and the share of the pair on M is $\lambda=b^2$. M brought one electron and now holds $2\lambda$, so its charge, in units of the elementary charge $e$, is

$$q_M=1-2\lambda .$$

The oxidation state asks a different question: who holds the larger part of the pair? If $\lambda<\tfrac12$, the whole pair is assigned to X and M has oxidation state $+1$. For $\lambda=\tfrac14$ the charge is $+\tfrac12$ and the oxidation state is still $+1$. The two numbers agree at $\lambda=0$, the ionic limit.

Now let the orbitals overlap, with $s=\langle x|m\rangle$. Normalization becomes

$$a^2+b^2+2abs=1 .$$

The term $2abs$ belongs to neither atom alone. Giving half of it to M yields $\lambda=b^2+abs$; giving all of it to M yields $\lambda=b^2+2abs$. The wavefunction is the same in both cases, but the charge is not.

## The counter-example: WF₆

Assigning each fluorine the oxidation state $-1$ in a neutral molecule gives

$$x+6(-1)=0\quad\Rightarrow\quad x=+6 .$$

If this were the actual charge distribution, the molecule would consist of W⁶⁺ and six F⁻ ions. That can be checked against a computed electron density.

The calculation treats an isolated octahedral, closed-shell molecule with the Hartree-Fock (HF) method and the def2-SVP basis. A scalar-relativistic core potential replaces the inner tungsten electrons. Neutral W keeps 14 explicit electrons, and W⁶⁺ keeps 8, in the configuration $5s^25p^6$. Spin-orbit coupling is left out, and larger bases appear only in remarks on how far the numbers move. A PBE density-functional calculation at the same geometry shows the effect of changing the electronic-structure method.

The W–F distance is 1.825 Å, the vertex of a parabola through three energies. The energy there is $5\times10^{-5}$ hartree above that at 1.82 Å, so the true minimum of this model lies at a slightly shorter distance. The difference is immaterial here. In the numerical output, the lines labelled "at minimum" refer to this vertex.

### Four ways to count

Let $D$ be the density matrix and $S$ the overlap matrix of the basis functions $\chi_\mu$. Each rule below defines a symmetric matrix $Q$ for the tungsten share, and

$$N_W=\mathrm{Tr}(DQ),\qquad q_W=14-N_W .$$

With $P$ the matrix that selects the tungsten functions, the rules are:

- Mulliken: $Q=\tfrac12(PS+SP)$, which halves each overlap term between atoms.
- Löwdin: $Q=S^{1/2}PS^{1/2}$, which counts in symmetrically orthogonalized functions.
- Hirshfeld: $Q_{\mu\nu}=\int w\,\chi_\mu\chi_\nu\,d^3r$, where $w$ is the neutral tungsten density divided by the sum of all neutral-atom densities.
- Cube: the same integral with $w=1$ inside a cube around W and $w=0$ outside. Its faces cut the W–F lines at the density minima, 0.958 Å from W. This is a simple division of space, not a Bader basin.

The tungsten charges, in units of $e$, are:

| State | Mulliken | Löwdin | Hirshfeld | Cube |
|---|---|---|---|---|
| Frozen ions | +6.00 | +3.40 | +3.28 | +5.61 |
| HF | +2.63 | +1.06 | +1.61 | +4.10 |
| PBE | +1.45 | +0.23 | +1.04 | +3.54 |

All HF and PBE values lie below $+6$. They range from $+0.23$ to $+4.10$, so how far they fall short of six depends on the rule and the method: the HF cube charge is still about two thirds of six. The digits belong to def2-SVP. A rough def2-TZVP estimate, not iterated to full self-consistency, puts the HF charges near $+2.5$, $+1.4$, $+1.6$ and $+4.1$: the Löwdin value moves by a few tenths, the Mulliken value by about a tenth, and the Hirshfeld and cube values by a few hundredths.

The first row is a control. It describes a determinant built from the orbitals of free W⁶⁺ and F⁻ ions, with no further adjustment. Löwdin and Hirshfeld counting give little more than $+3$ even for this ionic state, because they credit part of the fluoride density to tungsten. The Löwdin value also depends on the basis: it is $+3.35$ with def2-TZVP and $+3.95$ when fluorine then carries aug-cc-pVTZ, while the cube value stays between $+5.57$ and $+5.61$. A low charge from such a rule is therefore not, by itself, evidence of covalency. The comparison must be made within one column.

The cube column makes that comparison in a fixed region of space. The HF molecule has

$$5.606-4.099=1.507$$

more electrons in the cube than the frozen ions have. A plain sum of the ion densities, without orthogonalizing the orbitals, gives a cube charge of $+5.41$, which still leaves 1.31 electrons fewer than HF. The computed density is therefore not that of W⁶⁺ and F⁻ ions in either sense.

### Why Mulliken counting returns six for the ions

Place the occupied ion orbitals in the columns of $C$. Orbitals on different ions overlap, so $M=C^TSC$ is not the unit matrix. The columns of $CM^{-1/2}$ are orthonormal, since

$$M^{-1/2}C^TSC\,M^{-1/2}=1 .$$

With two electrons per orbital, $D=2CM^{-1}C^T$. Because $D$, $P$ and $S$ are symmetric, the two Mulliken terms have equal traces, and $N_W=\mathrm{Tr}(PDS)$.

Each ion orbital uses only functions on its own atom. Hence $PC=C\Pi$, where $\Pi$ selects the four columns belonging to W⁶⁺. Using the cyclic property of the trace,

$$N_W=2\,\mathrm{Tr}(C\Pi M^{-1}C^TS)
=2\,\mathrm{Tr}(\Pi M^{-1}C^TSC)
=2\,\mathrm{Tr}\,\Pi=8 .$$

Thus $q_W=14-8=+6$, whatever the overlap. Mulliken counting recognizes this ionic reference. For other states its value can depend on how the basis functions are divided among the atoms, because $P$ selects functions and not a region of space.

### Testing donation as the cause

To test the cause, the HF energy was minimized with the empty tungsten functions removed. The available space contained the four occupied W⁶⁺ orbitals and all fluorine functions. The fluoride ions could polarize, but tungsten offered no acceptor functions of its own. The Mulliken charge stayed at $+5.99$.

Adding only the tungsten $d$ functions lowered it to $+3.53$, and adding the remaining tungsten functions gave $+2.63$. The $d$ functions therefore account for

$$\frac{5.991-3.528}{5.991-2.626}=\frac{2.463}{3.365}=73\,\%$$

of the fall. The other three charges also fall when the $d$ functions are added.

Symmetry helps to interpret this step. In an octahedral closed-shell state, the tungsten $5s$ orbital has symmetry $a_{1g}$ and the $5p$ orbitals have $t_{1u}$, while the $d$ functions have $e_g$ and $t_{2g}$. Orbitals of different symmetry do not mix. The new $d$ functions can therefore enter occupied orbitals only by combining with fluorine functions of $e_g$ or $t_{2g}$ symmetry. This mixing is what donation from fluoride-like orbitals into the tungsten $5d$ shell means, and the cube gains $5.537-4.193=1.344$ electrons in this step. The step also includes the better description of fluoride tails mentioned below; the two parts are not separated here.

The energies tell the same story. Relative to full HF, the frozen ions lie at 42.95 eV, the blocked state at 33.60 eV and the state with $d$ functions at 8.66 eV. Opening the $d$ functions lowers the energy by

$$33.60-8.66=24.94\ \text{eV},$$

or 74 % of the lowering from the blocked state to full HF.

These percentages belong to this basis and this order of steps. Fluorine functions reach into the tungsten region, and tungsten functions can also improve the description of fluoride tails. The last step mixes donation into $s$, $p$ and $f$ functions with relaxation of the $5s$ and $5p$ shells.

## The general statement

Consider a closed-shell, single-determinant state and an atom that contributes $Z$ explicit electrons when neutral. Choose a counting matrix $Q$ for it, and let $\lambda_i$ be the resulting shares of the electron pairs, defined below. Then:

1. The partial charge is $q=Z-2\sum_i\lambda_i$.
2. Giving the atom every pair of which it holds more than half, and nothing of the others, yields the integer $O=Z-2n$, where $n$ is the number of shares above $\tfrac12$.
3. The two differ by
$$q-O=2\sum_{\lambda_i>1/2}(1-\lambda_i)-2\sum_{\lambda_i\le1/2}\lambda_i .$$
4. The state and the total charge do not fix $q$; a choice of $Q$ is needed.

**Proof.** Let $C$ now contain the occupied orthonormal molecular orbitals, so $D=2CC^T$. Then

$$\mathrm{Tr}(DQ)=2\,\mathrm{Tr}(CC^TQ)=2\,\mathrm{Tr}(C^TQC).$$

The matrix $L=C^TQC$ is symmetric. An orthogonal rotation among the occupied orbitals diagonalizes it without changing $D$. Its eigenvalues are the shares $\lambda_i$, and its trace is their sum. This proves the first part.

Replacing each share above $\tfrac12$ by 1 and every other share by 0 turns $\sum_i\lambda_i$ into $n$, which gives the second part. Subtracting,

$$q-O=2n-2\sum_i\lambda_i .$$

Writing $n=\sum_{\lambda_i>1/2}1$ and splitting the second sum at $\tfrac12$ gives the third part.

For the fourth, a complete set of counting matrices must satisfy $\sum_AQ_A=S$, so that the atomic populations add up to $\mathrm{Tr}(DS)$, the number of electrons. Add a symmetric matrix $X$ to $Q_W$ and subtract $X/6$ from each fluorine matrix. The sum is unchanged, but the tungsten charge changes by $-\mathrm{Tr}(DX)$, which need not vanish. The wavefunction, density and energy do not involve $Q$ and remain as they were. $\square$

### Both numbers from one wavefunction

For full HF, each of the four rules gives four shares close to 1. The next largest share is between 0.195 and 0.295, depending on the rule. Thus $n=4$ in every case and

$$O=14-2\times4=+6 .$$

Tungsten keeps four pairs, matching the count for $5s^25p^6$. The other 30 pairs go to the six fluorines, which receive 60 electrons against $6\times9=54$ when neutral. This does not follow from the tungsten shares alone, because each atom has its own matrix $L$. Counted directly with the Mulliken, Löwdin or Hirshfeld rule, each fluorine has five shares above 0.80 and none of the rest above 0.02, so its oxidation state is $9-2\times5=-1$.

The unrounded sums tell the other half. For Mulliken counting the shares add up to 5.687, and

$$q=14-2\times5.687=+2.626 .$$

The four large shares are 1.021, 1.021, 1.021 and 1.014, with sum 4.077. The remaining shares therefore add up to $5.687-4.077=1.610$. The third part of the statement gives

$$q-O=2(4-4.077)-2(1.610)=-3.374 ,$$

which is $2.626-6$. Many minority shares, each too small to change the rounded result, together lower the charge by more than three units.

A share of 1.021 cannot be a literal fraction of a pair. Mulliken counting permits such values because its $Q$ does not confine the eigenvalues of $L$ to the interval from 0 to 1. The Hirshfeld and cube rules do confine them, because their weights satisfy $0\le w\le1$. So does the Löwdin rule: there $L=Y^TPY$ with $Y=S^{1/2}C$ and $Y^TY=1$, and $P$ is a projector.

### Where the rounding fails

In the one-pair model, let $\lambda$ rise through $\tfrac12$. The charge $1-2\lambda$ passes smoothly through zero, while the rounded value jumps from $+1$ to $-1$. At $\lambda=\tfrac12$ there is no majority holder, and an additional convention, such as splitting the pair equally, is needed. Ethane shows the failure in a molecule: at HF/def2-SVP the four valence shares of each carbon lie between 0.49 and 0.55 (Mulliken) or between 0.41 and 0.54 (Löwdin), and the rounded integers of all atoms add up to $-10$ and $+2$ instead of zero. In any molecule, the integers $O$ can serve as oxidation states only if they add up to the total charge, as they do in WF₆: $6+6(-1)=0$. When a share lies near $\tfrac12$, the assigned integer may depend on the counting rule or the electronic-structure method. In the HF description of WF₆, the largest minority share is 0.295 in def2-SVP (roughly 0.33 in def2-TZVP), well away from the threshold.

The value $+6$ therefore remains the right number for balancing redox equations and for counting the electrons assigned to tungsten. A partial charge answers another question, and a quoted value needs its counting rule, electronic-structure method and basis beside it. The numerical output lists the charges and the 13 largest shares for all four rules.

## Table of computed values

```
WF6, HF/def2-SVP, density fitting, core potential on W
Basis functions: 116; explicit electrons: 68
Explicit electrons of neutral W: 14; of W6+: 8
Scan W-F 1.76 angstrom: energy -662.704083 hartree
Scan W-F 1.82 angstrom: energy -662.727207 hartree
Scan W-F 1.88 angstrom: energy -662.710347 hartree
W-F distance at minimum: 1.825 angstrom
HF energy at minimum: -662.727158 hartree
Electrons on integration grid: 68.0006
Cube half-edge: 0.958 angstrom
Tungsten charges in units of e:
frozen ions: Mulliken +6.000, Lowdin +3.403, Hirshfeld +3.279, Cube +5.606
donation blocked: Mulliken +5.991, Lowdin +3.260, Hirshfeld +3.118, Cube +5.537
W d functions open: Mulliken +3.528, Lowdin +1.469, Hirshfeld +1.797, Cube +4.193
full HF: Mulliken +2.626, Lowdin +1.056, Hirshfeld +1.606, Cube +4.099
PBE: Mulliken +1.454, Lowdin +0.233, Hirshfeld +1.039, Cube +3.539
Energies above full HF, in eV:
frozen ions: 42.95 eV
donation blocked: 33.60 eV
W d functions open: 8.66 eV
Part of blocked-to-full lowering from W d functions: 74.2 %
Full HF: 13 largest tungsten pair shares (dimensionless):
Mulliken: 1.021 1.021 1.021 1.014 0.283 0.283 0.203 0.203 0.203 0.076 0.062 0.062 0.062
Lowdin: 0.991 0.988 0.988 0.988 0.295 0.295 0.244 0.244 0.244 0.162 0.147 0.147 0.147
Hirshfeld: 0.980 0.960 0.960 0.960 0.267 0.267 0.202 0.202 0.202 0.192 0.119 0.119 0.119
Cube: 0.993 0.975 0.975 0.975 0.195 0.195 0.121 0.121 0.121 0.095 0.035 0.035 0.035
Full HF: sum of all pair shares and rounded charge in e:
Mulliken: sum 5.687, rounded charge +6
Lowdin: sum 6.472, rounded charge +6
Hirshfeld: sum 6.197, rounded charge +6
Cube: sum 4.951, rounded charge +6
```
